\section*{Band alignment between affinity matching and neutrality-level matching through interface states, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two sheets of interface states}

A thin oxide film grown by atomic layer deposition on a semiconductor blocks electrons with a barrier whose height is the distance between the two conduction-band edges at the interface. One estimate of this distance comes from the separate materials: measure each conduction edge from vacuum and subtract. But an interface can carry electronic states at energies inside the band gaps, and the model below assumes that such states exist throughout both gaps. An abrupt, well-bonded junction need not have them where the two gaps overlap; there it may have only tails of one side's band states reaching into the other's gap. Once the materials touch, electrons can move between these states, the moved charge forms a dipole layer, and the dipole layer shifts one set of bands against the other. The question is how far this shift goes, and what decides it.

Call the substrate $a$ and the film $b$. All energies are electron energies, so a region of negative charge has raised levels. Energies are in eV and lengths in nm, which suit this problem better than atomic units; $e>0$ is the elementary charge. Each material has an electron affinity $\chi$, the depth of its conduction edge below its own vacuum level, and a band gap $G$. Each also has a charge-neutrality level $C$, at a depth $\Phi$ below the same vacuum level. This is the energy up to which its interface gap states must be filled for them to carry no net charge.

Inside a contact there is no vacuum between the materials. The vacuum level of a material is used here as a reference energy attached rigidly to its bands, at a height $\chi$ above the conduction edge. Take the reference of $a$ as zero of energy and let that of $b$ lie higher by $\Delta$, the vacuum step. Then
\begin{equation}
E_{c,a}=-\chi_a,\qquad C_a=-\Phi_a,\qquad
E_{c,b}=\Delta-\chi_b,\qquad C_b=\Delta-\Phi_b .
\end{equation}
For the present it is assumed that $\Delta=0$ if no charge moves between the gap states. Differences of these levels give the conduction offset and the mismatch $X$ of the neutrality levels:
\begin{align}
\Delta E_c&\equiv E_{c,b}-E_{c,a}=\chi_a-\chi_b+\Delta, \label{offset}\\
X&\equiv C_b-C_a=X_0+\Delta,\qquad X_0=\Phi_a-\Phi_b. \label{mismatch}
\end{align}
Two simple rules are contained here. If no charge moves, $\Delta=0$ and the offset is $\chi_a-\chi_b$; this is affinity matching. If charge moves until the neutrality levels coincide, $X=0$, so $\Delta=\Phi_b-\Phi_a$ and the offset is $(\chi_a-\Phi_a)-(\chi_b-\Phi_b)$. To find where a real contact lies, the charge must be calculated.

Let the gap states of $a$ and $b$ lie on two parallel sheets a distance $\delta$ apart, with densities $D_a$ and $D_b$ per area and energy that are constant across the respective gap. The states move rigidly with the bands of their own material. Both sheets are in equilibrium with a common Fermi level $F$. The number of electrons per area on a sheet, beyond neutral filling, is
\begin{equation}
m=D\left[\int_{E_v}^{E_c}\frac{dE}{1+e^{(E-F)/k_BT}}-(C-E_v)\right],
\end{equation}
where $E_v$ is the valence edge and the second term counts the neutral filling. The function $-k_BT\ln(1+e^{(F-E)/k_BT})$ has the Fermi function as its derivative with respect to $E$. The integral is therefore
\begin{equation}
k_BT\ln\!\left(1+e^{(F-E_v)/k_BT}\right)-k_BT\ln\!\left(1+e^{(F-E_c)/k_BT}\right).
\end{equation}
Taking the factor $e^{(F-E_v)/k_BT}$ out of the first logarithm produces $F-E_v$ plus a remainder, and so
\begin{equation}
m=D\left\{F-C+k_BT\ln\frac{1+e^{-(F-E_v)/k_BT}}{1+e^{-(E_c-F)/k_BT}}\right\}.
\label{filling}
\end{equation}
When $F$ lies many $k_BT$ from both band edges, the logarithm is exponentially small and
\begin{equation}
m=D(F-C).
\end{equation}
Temperature then drops out: for a constant density, the electrons thermally lifted above $F$ leave an equal number of holes below it.

Assume next that the two sheets together are neutral, so that the bulk of either material contributes no charge. Then
\begin{equation}
D_a(F-C_a)+D_b(F-C_b)=0
\quad\Longrightarrow\quad
F=\frac{D_aC_a+D_bC_b}{D_a+D_b}.
\end{equation}
The Fermi level is the average of the two neutrality levels, weighted by the densities. Subtracting $C_a$ and $C_b$ in turn gives
\begin{equation}
F-C_a=\frac{D_b}{D_a+D_b}\,X,\qquad
F-C_b=-\frac{D_a}{D_a+D_b}\,X .
\label{fermi}
\end{equation}
Multiplying the second relation by $D_b$ yields the excess on the film,
\begin{equation}
m_b=-D_sX,\qquad D_s=\frac{D_aD_b}{D_a+D_b},
\label{charge}
\end{equation}
while the substrate sheet carries $m_a=+D_sX$. If the neutrality level of the film is the lower one, $X<0$ and the film gains electrons. Since $1/D_s=1/D_a+1/D_b$, the sheet with fewer states limits the transfer.

The charge must now be turned into a step. Let $z$ run from $a$ to $b$, let $\nu(z)$ be the excess electron number per volume, and let $\varepsilon=\varepsilon_r\varepsilon_0$ be a uniform permittivity. The charge density is $-e\nu$, so the electrostatic potential $\phi$ obeys $\phi''=e\nu/\varepsilon$. The electron energy $V=-e\phi$ therefore obeys
\begin{equation}
V''=-\frac{e^2}{\varepsilon}\,\nu(z).
\label{poisson}
\end{equation}
With no field on the far left, one integration gives $V'(z)=-(e^2/\varepsilon)M(z)$, where $M(z)$ is the integral of $\nu$ from the far left up to $z$. The step is the integral of $V'$. Integrating by parts between far points $-L$ and $L$,
\begin{equation}
\Delta=-\frac{e^2}{\varepsilon}\left(\bigl[zM\bigr]_{-L}^{L}-\int_{-L}^{L}z\,\nu\,dz\right)
=\frac{e^2}{\varepsilon}\int_{-L}^{L} z\,\nu\,dz ,
\end{equation}
because $M$ vanishes at $-L$ and, by neutrality, at $L$. For an excess $m_b$ centred on the film sheet and $-m_b$ centred on the substrate sheet, the integral is $m_b\delta$, and
\begin{equation}
\Delta=k\,m_b,\qquad k=\frac{e^2\delta}{\varepsilon_r\varepsilon_0}.
\label{step}
\end{equation}
For a given transferred charge, the widths of the two layers do not matter; the distance between their centres does. The sign is as it should be: extra electrons on the film raise the film's levels.

Equations (\ref{charge}) and (\ref{step}) give $\Delta=-kD_sX$. The charge depends on the mismatch that remains after the charge has moved, so the mismatch must be found self-consistently. Putting this $\Delta$ into (\ref{mismatch}),
\begin{equation}
X=X_0-kD_sX\quad\Longrightarrow\quad X=SX_0,\qquad
S=\frac{1}{1+kD_s}.
\label{pinning}
\end{equation}
In $k$ the units are eV\,nm$^2$ and in $D_s$ they are nm$^{-2}$\,eV$^{-1}$, so $S$ is dimensionless. It lies between 0 and 1 and is the fraction of the original mismatch that survives contact. The step is $\Delta=X-X_0=-(1-S)X_0$, and (\ref{offset}) becomes
\begin{equation}
\Delta E_c=\chi_a-\chi_b-(1-S)(\Phi_a-\Phi_b).
\end{equation}
Writing $\chi_a-\chi_b$ as $S(\chi_a-\chi_b)+(1-S)(\chi_a-\chi_b)$ and collecting the terms with $1-S$ gives
\begin{equation}
\boxed{\;\Delta E_c=S(\chi_a-\chi_b)+(1-S)\bigl[(\chi_a-\Phi_a)-(\chi_b-\Phi_b)\bigr]\;}
\label{main}
\end{equation}
Few states, or sheets close together, make $kD_s$ small and lead to affinity matching. Many states make $S$ small and lead to neutrality-level matching. The transferred number stays finite in the second limit: $|m_b|=D_s|X_0|/(1+kD_s)$ tends to $|X_0|/k$, just the charge whose dipole cancels the mismatch.

The same result follows from an energy balance, which shows what $S$ measures. Suppose $m$ electrons per area have moved from $a$ to $b$. The next one leaves $a$ from a level $m/D_a$ below its neutrality level and enters $b$ at a level $m/D_b$ above its own. Without the field this costs $X_0+m/D_a+m/D_b=X_0+m/D_s$. The field between the sheets has magnitude $em/\varepsilon$, and its energy per area is $\tfrac12\varepsilon(em/\varepsilon)^2\delta=\tfrac12km^2$. The total energy per area is
\begin{equation}
U(m)=X_0m+\frac{m^2}{2D_s}+\frac{km^2}{2}.
\end{equation}
Its second derivative $1/D_s+k$ is positive, so the stationary point $m=-X_0/(1/D_s+k)=-D_sSX_0$ is a minimum, and it agrees with (\ref{charge}). Since $S=(1/D_s)/(1/D_s+k)$, the factor $S$ is the share of the driving energy $|X_0|$ taken up by filling and emptying levels. The share $1-S$ is taken up by the electrostatic step. Level filling and field act as two capacitors in series, with capacitances per area $e^2D_s$ and $\varepsilon/\delta$.

A numerical case uses round model parameters that stand for no particular material. The substrate has $\chi_a=4.0$, $G_a=1.2$ and $\Phi_a=4.8$ eV; the film has $\chi_b=2.0$, $G_b=6.0$ and $\Phi_b=5.4$ eV. The state densities are $D_a=3.0$ and $D_b=1.0$ nm$^{-2}$\,eV$^{-1}$, with $\delta=0.3$ nm and $\varepsilon_r=3.0$. Since $e^2/\varepsilon_0=18.0951$ eV\,nm,
\begin{equation}
k=\frac{18.0951\times0.3}{3.0}=1.8095\ \text{eV\,nm}^2,\qquad
D_s=\frac{3.0\times1.0}{4.0}=0.750\ \text{nm}^{-2}\,\text{eV}^{-1}.
\end{equation}
Hence $kD_s=1.3571$ and $S=1/2.3571=0.4242$. The original mismatch $X_0=4.8-5.4=-0.6$ eV shrinks to $X=-0.2545$ eV, and the step is $\Delta=0.3455$ eV. The number of electrons moved to the film is $0.750\times0.2545=0.1909$ nm$^{-2}$, or $1.9\times10^{13}$ cm$^{-2}$. Affinity matching would give an offset of 2.0 eV and neutrality-level matching 2.6 eV; between them lies
\begin{equation}
\Delta E_c=0.4242\times2.0+0.5758\times2.6=2.3455\ \text{eV}.
\end{equation}
The valence edges lie $G$ below the conduction edges, so the valence edge of $a$ is above that of $b$ by $G_b-G_a-\Delta E_c=4.8-2.3455=2.4545$ eV.

Three tests support these numbers. A self-consistent solution with discrete levels, occupied according to the Fermi function at 300 K, also gives 2.3455 eV. Filling levels parcel by parcel at zero temperature and searching for the lowest total energy gives 0.1909 nm$^{-2}$. Integrating (\ref{poisson}) for two smeared layers of unequal width that hold this same charge gives a step of 0.3455 eV. This last test bears on (\ref{step}) only; in layers of finite width the states feel a varying potential, and the transferred charge itself changes.

The four decimals serve such comparisons; the model itself deserves fewer. Differentiating $S=1/(1+kD_s)$ gives $dS=-S(1-S)\,dk/k$, and (\ref{main}) gives $d(\Delta E_c)=X_0\,dS$. An uncertainty of 20\% in $\delta/\varepsilon_r$ thus changes $S$ by about $0.05$ and the offset by about $0.03$ eV, to first order. The offset is 2.3 to 2.4 eV. The densities matter far more. The example has $D_a+D_b=4\times10^{14}$ cm$^{-2}$\,eV$^{-1}$ at the Fermi level, which describes a strongly pinned interface. With the same ratio and a total of $10^{12}$ cm$^{-2}$\,eV$^{-1}$, $kD_s=0.0034$ and $S=0.997$, so the model returns affinity matching. Any departure from it at such a well-passivated interface must come from dipoles that these states do not describe.

The Fermi level must also be where the derivation put it. By (\ref{fermi}), $F$ lies $0.2545/4=0.0636$ eV below $C_a$. As $C_a$ is $4.0+1.2-4.8=0.4$ eV above the valence edge of the substrate, $F$ is 0.3364 eV above that edge. This is about thirteen times $k_BT$ at 300 K, so the logarithm in (\ref{filling}) is negligible. With a stronger drive of the same sign, $F$ would reach the edge when $S|X_0|/4=0.4$ eV, that is, at $|X_0|\approx3.8$ eV. Near that point the logarithm in (\ref{filling}) and the holes in the valence band begin to count, and beyond it (\ref{main}) no longer holds.

For two sheets of gap states with constant densities and no net charge between them, the conduction offset interpolates linearly between affinity matching and neutrality-level matching, with the weight $S=1/(1+kD_s)$. It remains to see what changes with a fixed interface dipole, a net charge on the states, a metal contact, densities that vary with energy, and states spread through the film.
